# Projector reconstruction of all-electron states and on-site corrections for local operators: a program that tests the result

```python
# Result under test: pseudo-states are mapped to all-electron (AE) states by
#   T = 1 + sum_i (|phi_i> - |phit_i>) <p_i| ,   <p_i|phit_j> = delta_ij,
# and for a local operator O the expectation value is
#   <O> = <psit|O|psit> + sum_ij c_i D_ij c_j ,  c_i = <p_i|psit>,
#   D_ij = <phi_i|O|phi_j> - <phit_i|O|phit_j>,
# divided by the same expression for O = 1 when that differs from one.
# phi: AE partial waves, phit: pseudo partial waves, p: projectors.
# Radial functions are u(r) = r R(r); Hartree atomic units throughout.
# Model: AE potential -(1 + 10 exp(-2 r))/r, sphere radius rc, l = 0 and 1.
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants

N = 48                      # polynomial degree of each of two elements
rc, box = 2.0, 30.0
charge, screening = 11.0, 2.0


def element(a, b):
    """Gauss-Lobatto nodes, weights and derivative matrix on [a, b]."""
    P = Legendre.basis(N)
    dP = P.deriv()
    x = np.sort(np.real(dP.roots()))
    x = x - dP(x) / dP.deriv()(x)
    x = np.concatenate(([-1.0], x, [1.0]))
    L = P(x)
    w = 2.0 / (N * (N + 1) * L**2)
    D = L[:, None] / L[None, :] / (x[:, None] - x[None, :] + np.eye(N + 1))
    np.fill_diagonal(D, 0.0)
    D = D - np.diag(D.sum(axis=1))
    h = 0.5 * (b - a)
    return a + h * (x + 1.0), w * h, D / h


ri, wi, Di = element(0.0, rc)
ro, wo, Do = element(rc, box)
r = np.concatenate((ri, ro[1:]))
mass = np.zeros(2 * N + 1)
mass[:N + 1] += wi
mass[N:] += wo
K_in = 0.5 * Di.T @ (wi[:, None] * Di)
K = np.zeros((2 * N + 1, 2 * N + 1))
K[:N + 1, :N + 1] += K_in
K[N:, N:] += 0.5 * Do.T @ (wo[:, None] * Do)
inv_r = np.zeros_like(r)    # integrands used below vanish at r = 0
inv_r[1:] = 1.0 / r[1:]
inv_i = inv_r[:N + 1]
v_ae = -(1.0 + (charge - 1.0) * np.exp(-screening * r)) * inv_r


def hamiltonian(v, l):
    s = np.sqrt(mass[1:-1])
    H = K[1:-1, 1:-1] / np.outer(s, s)
    return H + np.diag((v + 0.5 * l * (l + 1) * inv_r**2)[1:-1])


def to_radial(vec):
    u = np.zeros_like(r)
    u[1:-1] = vec / np.sqrt(mass[1:-1])
    return u


def bound_state(v, l, index):
    e, c = eigh(hamiltonian(v, l))
    u = to_radial(c[:, index])
    return e[index], u * np.sign(u[N])


def inner_wave(v, l, energy, edge, source):
    """Solve (H - energy) u = source on [0, rc], u(0)=0, u(rc)=edge."""
    A = K_in + np.diag(wi * (v[:N + 1] + 0.5 * l * (l + 1) * inv_i**2 - energy))
    u = np.zeros(N + 1)
    u[N] = edge
    rhs = wi[1:N] * source[1:N] - A[1:N, N] * edge
    u[1:N] = np.linalg.solve(A[1:N, 1:N], rhs)
    return u


def pseudize(l, energy, u):
    """Unique even-exponent norm-conserving wave and its potential."""
    ue = u[N]
    slope = (Di[N] @ u[:N + 1]) / ue
    curv = 2.0 * (v_ae[N] - energy) + l * (l + 1) / rc**2
    p1 = slope - (l + 1) / rc
    p2 = curv - slope**2 + (l + 1) / rc**2
    b0 = np.log(ue / rc**(l + 1))
    b1 = 0.5 * p1 * rc
    b2 = (p2 * rc**2 - 2.0 * b1) / 8.0
    s = (ri / rc)**2 - 1.0

    def wave(c):
        return ri**(l + 1) * np.exp(b0 + b1 * s + b2 * s**2 - c * s**3)
    norm = np.sum(wi * u[:N + 1]**2)
    c = brentq(lambda q: np.sum(wi * wave(q)**2) - norm, -40, 40, xtol=1e-13)
    pt = b1 + 2 * b2 * s - 3 * c * s**2
    ptt = 2 * b2 - 6 * c * s
    dp = 2 * ri / rc**2 * pt
    ddp = 2 / rc**2 * pt + 4 * ri**2 / rc**4 * ptt
    v = v_ae.copy()
    v[:N + 1] = energy + (l + 1) * 2 * pt / rc**2 + 0.5 * (ddp + dp**2)
    return wave(c), v


# solver check on the hydrogen atom (analytic energy and contact density)
e_h, u_h = bound_state(-inv_r, 0, 0)
assert abs(e_h + 0.5) < 1e-8
assert abs((Di[0] @ u_h[:N + 1])**2 / 4 - 1) < 1e-6

# angular factors by quadrature of normalized l = 0, 1 functions with m = 0
xg, wg = leggauss(12)
ang_sp = np.sum(wg * np.sqrt(0.5) * xg * np.sqrt(1.5) * xg)
ang_pp = np.sum(wg * 1.5 * xg**2 * (3 * xg**2 - 1))
assert abs(ang_sp - 1 / np.sqrt(3)) < 1e-12 and abs(ang_pp - 0.8) < 1e-12

print(f"nuclear charge {charge:.0f} e, screening {screening:.1f} /bohr, "
      f"rc {rc:.1f} bohr, box {box:.0f} bohr")
eps, v_ps, ae, ps, u_ref = {}, {}, {}, {}, {}
for l, index, name in ((0, 2, "s"), (1, 1, "p")):
    eps[l], u = bound_state(v_ae, l, index)
    u_ref[l] = u
    ui = u[:N + 1]
    flips = np.where(ui[1:-1] * ui[2:] < 0)[0] + 1
    assert len(flips) == index      # every core node lies inside rc
    k = flips[-1]
    node = ri[k] - ui[k] * (ri[k + 1] - ri[k]) / (ui[k + 1] - ui[k])
    ut, v_ps[l] = pseudize(l, eps[l], u)
    e_ps, u_ps = bound_state(v_ps[l], l, 0)
    assert abs(e_ps - eps[l]) < 1e-7
    assert np.max(np.abs(u_ps[N:] - u[N:])) < 1e-6
    dot_ae = inner_wave(v_ae, l, eps[l], 0.0, ui)
    dot_ps = inner_wave(v_ps[l], l, eps[l], 0.0, ut)
    ae[l], ps[l] = np.array([ui, dot_ae]), np.array([ut, dot_ps])
    norm = np.sum(wi * ui**2)
    joined = -2 * norm / u[N]
    assert abs(Di[N] @ dot_ae - joined) < 1e-6 * abs(joined)
    assert abs(Di[N] @ dot_ps - joined) < 1e-6 * abs(joined)
    # logarithmic derivatives at shifted energies against integral formulas
    h, zero = 0.005, np.zeros(N + 1)
    L = np.array([[Di[N] @ inner_wave(v, l, eps[l] + q * h, u[N], zero) / u[N]
                   for q in (-1, 0, 1)] for v in (v_ae, v_ps[l])])
    first = (L[:, 2] - L[:, 0]) / (2 * h)
    second = (L[:, 2] - 2 * L[:, 1] + L[:, 0]) / h**2
    q12 = np.sum(wi * (ui * dot_ae - ut * dot_ps))
    mismatch = -4 * q12 / u[N]**2
    assert np.all(np.abs(first * u[N]**2 / (-2 * norm) - 1) < 1e-3)
    assert abs((second[0] - second[1]) / mismatch - 1) < 0.02
    print(f"{name}: reference energy {eps[l]:.6f} hartree, "
          f"outermost node {node:.3f} bohr")
    print(f"{name}: norm inside rc {norm:.6f}, u(rc) {u[N]:.6f} bohr^-1/2")
    print(f"{name}: slope of energy-derivative waves at rc: AE "
          f"{Di[N] @ dot_ae:.6f}, pseudo {Di[N] @ dot_ps:.6f} a.u.")
    print(f"{name}: dL/dE AE {first[0]:.5f}, pseudo {first[1]:.5f} a.u.")
    print(f"{name}: d2L/dE2 AE-pseudo {second[0] - second[1]:.5f}, "
          f"from Q12 {mismatch:.5f} a.u.")

window = (1 - (ri / rc)**2)**2


def projectors(l, n):
    waves = ps[l][:n]
    chi = window * waves
    return np.linalg.solve((chi * wi) @ waves.T, chi)


def coefficients(l, n, u):
    return projectors(l, n) @ (wi * u[:N + 1])


def onsite(l, m, n, weight):
    """D_ij between channels l and m for a radial factor 'weight'."""
    return ((ae[l][:n] * wi * weight) @ ae[m][:n].T
            - (ps[l][:n] * wi * weight) @ ps[m][:n].T)


def onsite_contact(n):
    a, b = ae[0][:n] @ Di[0], ps[0][:n] @ Di[0]
    return (np.outer(a, a) - np.outer(b, b)) / (4 * np.pi)


def bare(us, up):
    return np.array([(Di[0] @ us[:N + 1])**2 / (4 * np.pi),
                     2 * ang_sp * np.sum(mass * us * up * inv_r**2),
                     ang_pp * np.sum(mass * up**2 * inv_r**3)])


def reconstructed(us, up, n):
    """Contact density, field, gradient before normalization; and norm."""
    cs, cp = coefficients(0, n, us), coefficients(1, n, up)
    add = np.array([cs @ onsite_contact(n) @ cs,
                    2 * ang_sp * cs @ onsite(0, 1, n, inv_i**2) @ cp,
                    ang_pp * cp @ onsite(1, 1, n, inv_i**3) @ cp])
    norm = (1 + cs @ onsite(0, 0, n, 1.0) @ cs
            + cp @ onsite(1, 1, n, 1.0) @ cp)
    return bare(us, up) + add, norm


# environment: smooth shell that vanishes inside rc, maximum one at rc + 2
dist = np.maximum(r - rc, 0.0)
shell = (dist / 2)**2 * np.exp(2 - dist)
none = np.zeros_like(r)

# unperturbed atom: one pair must return the AE contact density
free = reconstructed(bound_state(v_ps[0], 0, 0)[1], none, 1)[0][0]
free_ae = bare(u_ref[0], none)[0]
assert abs(free / free_ae - 1) < 1e-5
print(f"free s state contact density: AE {free_ae:.6f}, "
      f"one pair {free:.6f} bohr^-3")

# error orders for an isotropic shell acting on the s state
shifts, errors = [], []
for depth in (-0.02, -0.01):
    e_a, u_a = bound_state(v_ae + depth * shell, 0, 2)
    e_p, u_p = bound_state(v_ps[0] + depth * shell, 0, 0)
    exact = bare(u_a, none)[0]
    one = reconstructed(u_p, none, 1)[0][0]
    two, norm2 = reconstructed(u_p, none, 2)
    shifts.append(abs(e_a - eps[0]))
    errors.append([abs(one / exact - 1), abs(two[0] / norm2 / exact - 1)])
    print(f"shell {depth:.2f} hartree: shift {e_a - eps[0]:.6f} hartree, "
          f"error 1 pair {errors[-1][0]:.3e}, 2 pairs {errors[-1][1]:.3e}")
tail = (u_a[N] / u_p[N])**2
assert abs(tail * norm2 - 1) < 0.2 * abs(norm2 - 1)
order = np.log(np.array(errors[0]) / errors[1]) / np.log(shifts[0] / shifts[1])
assert 0.8 < order[0] < 1.2 and order[1] > 1.7
print(f"error order in energy shift: 1 pair {order[0]:.2f}, "
      f"2 pairs {order[1]:.2f}")
print(f"last shell: tail ratio (AE/pseudo)^2 - 1 = {tail - 1:.3e}, "
      f"1/norm - 1 = {1 / norm2 - 1:.3e}")


def hybrid(vs, vp, depth, index):
    """State in depth * shell * (1 + cos theta), restricted to l = 0, 1."""
    G = np.diag((depth * ang_sp * shell)[1:-1])
    H = np.block([[hamiltonian(vs + depth * shell, 0), G],
                  [G, hamiltonian(vp + depth * shell, 1)]])
    e, c = eigh(H)
    k = 2 * N - 1
    us, up = to_radial(c[:k, index]), to_radial(c[k:, index])
    sign = np.sign(us[N])
    return e[index], us * sign, up * sign


depth = -0.05
e_a, us_a, up_a = hybrid(v_ae, v_ae, depth, 3)   # three core states below
e_p, us, up = hybrid(v_ps[0], v_ps[1], depth, 0)
assert abs(e_a - e_p) < 2e-3
target, plain = bare(us_a, up_a), bare(us, up)
one, norm1 = reconstructed(us, up, 1)
two_raw, norm2 = reconstructed(us, up, 2)
two = two_raw / norm2
assert abs(norm1 - 1) < 1e-8
print(f"hybrid: shell {depth:.2f} hartree, energy AE {e_a:.6f}, "
      f"pseudo {e_p:.6f} hartree")
print(f"hybrid: p weight AE {np.sum(mass * up_a**2):.5f}, "
      f"pseudo {np.sum(mass * up**2):.5f}")
print(f"hybrid: norm with 1 pair {norm1:.8f}, with 2 pairs {norm2:.8f}")
for k, name in enumerate(("contact density (bohr^-3)", "field (bohr^-2)",
                          "gradient (bohr^-3)")):
    print(f"{name}: AE {target[k]:.6f}, bare {plain[k]:.6f}, "
          f"1 pair {one[k]:.6f}, 2 pairs {two[k]:.6f}")
    print(f"  relative error: bare {plain[k] / target[k] - 1:.2e}, 1 pair "
          f"{one[k] / target[k] - 1:.2e}, 2 pairs {two[k] / target[k] - 1:.2e}")
err1, err2 = np.abs(one / target - 1), np.abs(two / target - 1)

# the gradient assembled term by term
cp = coefficients(1, 2, up)
D = onsite(1, 1, 2, inv_i**3)
terms = ang_pp * np.array([cp[0]**2 * D[0, 0], 2 * cp[0] * cp[1] * D[0, 1],
                           cp[1]**2 * D[1, 1]])
print(f"p coefficients: c1 {cp[0]:.6f}, c2 {cp[1]:.6f} hartree")
print(f"<r^-3> corrections: D11 {D[0, 0]:.6f} bohr^-3, "
      f"D12 {D[0, 1]:.6f} bohr^-3/hartree")
print(f"  D22 {D[1, 1]:.6f} bohr^-3/hartree^2")
print(f"gradient terms 11, 12+21, 22: {terms[0]:.6f}, {terms[1]:.6f}, "
      f"{terms[2]:.6f} bohr^-3")
print(f"gradient before division by norm: {two_raw[2]:.6f} bohr^-3")
unit = physical_constants["atomic unit of electric field gradient"][0]
print(f"electronic field gradient Vzz, 2 pairs: {-two[2] * unit:.4e} V/m^2")

# explicit matrix T against the on-site formula plus the cross term, O = 1/r
for n in (1, 2):
    P = projectors(0, n)
    T = np.eye(N + 1) + (ae[0][:n] - ps[0][:n]).T @ (P * wi)
    ui = us[:N + 1]
    direct = np.sum(wi * inv_i * (T @ ui)**2)
    c = P @ (wi * ui)
    local = np.sum(wi * inv_i * ui**2) + c @ onsite(0, 0, n, inv_i) @ c
    rest = ui - c @ ps[0][:n]
    cross = 2 * np.sum(wi * inv_i * rest * (c @ (ae[0][:n] - ps[0][:n])))
    assert abs(direct - local - cross) < 1e-10
    print(f"1/r inside rc, s part, {n} pair(s): T form {direct:.7f}, "
          f"on-site {local:.7f}, cross {cross:.2e} bohr^-1")

assert np.all(err2 < 0.03) and np.all(err2 < err1)
assert np.all(np.abs(plain / target - 1) > 5 * err2)
print("ALL CHECKS PASSED")
```

Running it gives:

```
nuclear charge 11 e, screening 2.0 /bohr, rc 2.0 bohr, box 30 bohr
s: reference energy -0.223311 hartree, outermost node 0.893 bohr
s: norm inside rc 0.139694, u(rc) 0.497196 bohr^-1/2
s: slope of energy-derivative waves at rc: AE -0.561927, pseudo -0.561927 a.u.
s: dL/dE AE -1.13020, pseudo -1.13020 a.u.
s: d2L/dE2 AE-pseudo 0.09310, from Q12 0.09310 a.u.
p: reference energy -0.125684 hartree, outermost node 0.861 bohr
p: norm inside rc 0.044877, u(rc) 0.295701 bohr^-1/2
p: slope of energy-derivative waves at rc: AE -0.303531, pseudo -0.303531 a.u.
p: dL/dE AE -1.02648, pseudo -1.02648 a.u.
p: d2L/dE2 AE-pseudo 0.08248, from Q12 0.08248 a.u.
free s state contact density: AE 1.128922, one pair 1.128922 bohr^-3
shell -0.02 hartree: shift -0.011158 hartree, error 1 pair 4.006e-03, 2 pairs 6.376e-06
shell -0.01 hartree: shift -0.005553 hartree, error 1 pair 1.995e-03, 2 pairs 1.567e-06
error order in energy shift: 1 pair 1.00, 2 pairs 2.01
last shell: tail ratio (AE/pseudo)^2 - 1 = -6.430e-05, 1/norm - 1 = -6.227e-05
hybrid: shell -0.05 hartree, energy AE -0.254695, pseudo -0.254700 hartree
hybrid: p weight AE 0.02909, pseudo 0.02910
hybrid: norm with 1 pair 1.00000000, with 2 pairs 1.00031404
contact density (bohr^-3): AE 0.955629, bare 0.000900, 1 pair 0.944874, 2 pairs 0.955565
  relative error: bare -9.99e-01, 1 pair -1.13e-02, 2 pairs -6.69e-05
field (bohr^-2): AE 0.018127, bare 0.020487, 1 pair 0.018021, 2 pairs 0.018134
  relative error: bare 1.30e-01, 1 pair -5.82e-03, 2 pairs 3.89e-04
gradient (bohr^-3): AE 0.007727, bare 0.000824, 1 pair 0.007289, 2 pairs 0.007704
  relative error: bare -8.93e-01, 1 pair -5.67e-02, 2 pairs -2.99e-03
p coefficients: c1 0.169732, c2 -0.020217 hartree
<r^-3> corrections: D11 0.321132 bohr^-3, D12 0.096253 bohr^-3/hartree
  D22 0.028235 bohr^-3/hartree^2
gradient terms 11, 12+21, 22: 0.007401, -0.000528, 0.000009 bohr^-3
gradient before division by norm: 0.007706 bohr^-3
electronic field gradient Vzz, 2 pairs: -7.4858e+19 V/m^2
1/r inside rc, s part, 1 pair(s): T form 0.1080720, on-site 0.1077163, cross 3.56e-04 bohr^-1
1/r inside rc, s part, 2 pair(s): T form 0.1084613, on-site 0.1084620, cross -7.38e-07 bohr^-1
ALL CHECKS PASSED
```
